# Why Density Detection Moves the Thompson Peak from U/2 to U/5

In a model of copper sputtered by 500 eV argon ions, one steady stream of atoms yields two energy spectra. A detector that counts every arriving atom finds the most atoms per unit energy at 1.75 eV. A weak ionizer in the same stream gives a signal that peaks at 0.70 eV. No atom has lost energy between the two measurements. What accounts for the factor of 2.5?

## The belief and its appeal

The belief is this: an energy-resolved count of sputtered atoms is their flux spectrum, so its maximum lies at half the surface binding energy \(U\), as the Thompson law says.

There is a good reason to think so. Neutral atoms are often ionized by electron impact, sent through an energy analyzer and counted one at a time. The result is in counts per second, which is the unit of a current. If each atom entering the ionizer had the same chance of being counted, the spectrum would indeed be that of the flux.

In a weak ionizer the chances are unequal. A slow atom spends longer among the electrons and is more likely to be ionized. The counts per second are a current of ions, but those ions are produced in proportion to the number of neutral atoms present. To see what this does to the peak, we first need the flux law and its assumptions.

## The flux law

**Energies inside the solid.** An incoming ion sets a target atom moving with energy \(E_0\), and this atom starts a cascade of collisions. Take the atoms to be hard spheres of equal mass, with each struck atom initially at rest. If \(\chi\) is the scattering angle in the centre-of-mass frame, an atom of energy \(E'\) transfers

\[
T=\frac{E'}{2}(1-\cos\chi).
\]

Hard-sphere scattering is isotropic in that frame, so \(\cos\chi\) is uniformly distributed, and \(T\) is uniform between 0 and \(E'\). The energy kept, \(E'-T\), is uniform too. Each collision therefore yields two moving atoms, each with probability density \(1/E'\) in energy.

Let \(C(E)\,dE\) be the number of atomic flights per cascade with energy in \(dE\), not counting the first flight at \(E_0\). Every flight ends in a collision, so

\[
C(E)=\frac{2}{E_0}+\int_E^{E_0}\frac{2}{E'}\,C(E')\,dE'.
\]

The first term comes from the first collision, the integral from all later ones. Differentiating with respect to the lower limit gives \(C'=-2C/E\), hence \(C=A/E^2\). At \(E=E_0\) the integral vanishes and \(C=2/E_0\), so \(A=2E_0\):

\[
C(E)=\frac{2E_0}{E^2}.
\]

Let the mean free path \(\lambda\) be independent of energy, and let \(S\) cascades start per unit volume and time. The path length travelled per unit volume, time and energy is \(S\lambda C(E)\). This equals density times speed, so it is the internal flux summed over directions. After many collisions we take the directions as isotropic. The number crossing unit area just below the surface, per unit time, energy and solid angle, is then

\[
\frac{S\lambda C(E_i)}{4\pi}\cos\theta_i
=\frac{S\lambda E_0}{2\pi}\frac{\cos\theta_i}{E_i^2},
\]

where \(i\) marks values inside and \(\theta_i\) is measured from the surface normal. This treats the cascade as if it were in an unbounded solid, and neglects energy lost to electrons and to bulk binding.

**Crossing the surface.** A planar barrier removes energy \(U\) from the normal motion and leaves the parallel motion alone:

\[
E_i\cos^2\theta_i=E\cos^2\theta+U,\qquad
E_i\sin^2\theta_i=E\sin^2\theta .
\]

Adding these gives \(E_i=E+U\), so \(dE_i=dE\). Differentiating the second relation at fixed energy gives \(E_i\sin\theta_i\cos\theta_i\,d\theta_i=E\sin\theta\cos\theta\,d\theta\). The azimuth does not change, so multiplying by its differential yields

\[
E_i\cos\theta_i\,d\Omega_i=E\cos\theta\,d\Omega .
\]

The emitted flux per unit energy and solid angle is therefore

\[
F(E,\Omega)=\frac{S\lambda E_0}{2\pi}\,\frac{1}{(E+U)^2}\,\frac{E}{E+U}\cos\theta
\propto\frac{E\cos\theta}{(E+U)^3}.
\]

The factor \(E\) in the numerator comes from refraction: the slower the emitted atoms, the narrower the cone of internal directions that supplies them.

Under these assumptions energy and angle separate, so a detector at a fixed angle sees the same energy shape as one that collects all angles. Write \(J\) for the total flux at the detector. With \(s=E/(E+U)\) we have \(ds=U\,dE/(E+U)^2\), so

\[
\int_0^\infty\frac{E\,dE}{(E+U)^3}=\frac1U\int_0^1 s\,ds=\frac{1}{2U},
\qquad
F(E)=\frac{2UJ\,E}{(E+U)^3}.
\]

The upper limit has been taken to infinity, which requires \(E_0\gg U\). Setting the logarithmic derivative to zero,

\[
\frac1E-\frac{3}{E+U}=0\quad\Rightarrow\quad E+U=3E\quad\Rightarrow\quad E=\frac U2 .
\]

Since \(F\) vanishes at both ends of the range and has one stationary point, that point is the maximum. So far the belief is right: the flux does peak at \(U/2\).

## What a density detector records

Let the stream be steady and free of collisions, and let the detector view a length \(d\) of it, with cross-section \(a\). Atoms in the energy interval \(dE\) enter at the rate \(aF\,dE\), and each stays for a time \(d/v\). The mean number present is the product \(aF\,dE\,d/v\). Dividing by the volume \(ad\) gives the density per unit energy:

\[
n(E)=\frac{F(E)}{v},\qquad v=\sqrt{\frac{2E}{m}} .
\]

Hence

\[
n(E)=2UJ\sqrt{\frac m2}\,\frac{E^{1/2}}{(E+U)^3},
\]

and its maximum follows from

\[
\frac{1}{2E}-\frac{3}{E+U}=0\quad\Rightarrow\quad E+U=6E\quad\Rightarrow\quad E=\frac U5 .
\]

In a thin slab parallel to the target, an atom leaving at angle \(\theta\) stays for \(d/(v\cos\theta)\). The extra \(1/\cos\theta\) changes the total count but not the energy shape, again because energy and angle separate.

For copper we take the rough value \(U=3.5\) eV. The flux peak is at \(3.5/2=1.75\) eV and the density peak at \(3.5/5=0.70\) eV. Going from the first energy to the second, the flux falls only to 0.781 of its maximum, while the residence time grows by \(\sqrt{1.75/0.70}=1.58\). The product, \(0.781\times1.58=1.23\), exceeds one, so the density is higher at 0.70 eV. A modest weight moves the peak a long way because the flux maximum is broad.

A simulation can make the same comparison without putting in a factor \(1/v\). Cascades started at 474 eV were followed collision by collision, and 800,276 atoms passed the barrier. Each emitted energy was used for six atoms, released at random times, and a snapshot counted those between one and two units of distance from the target. Atoms below \(U/50\) were left out, since some would not have had time to arrive. The snapshot held 269,254 atoms. In bands of width \(U/10\), the number centred on \(U/5\) divided by the number centred on \(U/2\) was 0.767 for the emitted atoms and 1.21 for those in the snapshot. The order of the two bands is reversed by travel time alone.

## The cost of the wrong reading

Someone who takes the peak at 0.70 eV for \(U/2\) infers

\[
U_{\rm app}=2\times0.70\ \text{eV}=1.4\ \text{eV}=\frac{2U}{5}.
\]

The error carries over to the predicted supply of energetic atoms. From the substitution used above, the flux fraction below energy \(E\) is \(s^2=[E/(E+U)]^2\). The fraction above 10 eV is therefore

\[
1-\left(\frac{10}{13.5}\right)^2=0.451
\]

with the true \(U\), but

\[
1-\left(\frac{10}{11.4}\right)^2=0.231
\]

with the misread one. In a model of film growth, the share of arriving atoms with more than 10 eV would be too low by about half.

The remedy is to multiply the measured density spectrum by \(E^{1/2}\) before comparing it with the flux law. If only the peak is known, \(U=5E_{\rm peak}\) replaces \(U=2E_{\rm peak}\). In the simulation, weighting each atom in the snapshot by its speed recovered the cumulative flux fractions, at seven energies from \(0.1U\) to \(20U\), to within 0.0022.

## Beyond the peak: fractions and means

The difference between the spectra also appears in their integrals. Put \(E=U\tan^2\varphi\), so that \(dE=2U\tan\varphi\sec^2\varphi\,d\varphi\) and \(E+U=U\sec^2\varphi\). Then

\[
\frac{E^{1/2}dE}{(E+U)^3}
=\frac{2}{U^{3/2}}\sin^2\varphi\cos^2\varphi\,d\varphi
=\frac{1-\cos4\varphi}{4U^{3/2}}\,d\varphi .
\]

Integrating from 0 to \(\varphi\), and dividing by the full integral \(\pi/(8U^{3/2})\), gives the density fraction below \(E\):

\[
G(E)=\frac2\pi\left(\varphi-\frac{\sin4\varphi}{4}\right).
\]

At \(E=U\), \(\varphi=\pi/4\) and \(G=1/2\), whereas the flux fraction is \((1/2)^2=1/4\). Half of the atoms present at any moment have less energy than \(U\), but they make up a quarter of the arrivals.

The full integral also converts a measured total density into a flux:

\[
n_{\rm tot}=2UJ\sqrt{\frac m2}\,\frac{\pi}{8U^{3/2}}
=\frac{\pi J}{4}\sqrt{\frac{m}{2U}},
\qquad
\frac{J}{n_{\rm tot}}=\frac4\pi\sqrt{\frac{2U}{m}} .
\]

For copper, \(\sqrt{2U/m}=3.26\) km/s, and the ratio is 4.15 km/s. This holds for a narrow beam, with \(J\) measured along it. Using the speed at the density peak, 1.46 km/s, would make the flux too small by a factor of 2.8.

Means need more care. The same substitution turns \(E^{3/2}dE/(E+U)^3\) into \(2U^{-1/2}\sin^4\varphi\,d\varphi\), whose integral is \(3\pi/(8U^{1/2})\). The density mean energy is thus \(3U=10.5\) eV. For the flux, the integrand \(E^2/(E+U)^3\) approaches \(1/E\), and the mean diverges logarithmically unless the spectrum is cut off.

The largest recoil energy supplies a cutoff. In a head-on elastic collision an ion of mass \(M_1\) and speed \(v_1\) gives a target atom of mass \(M_2\) the speed \(2M_1v_1/(M_1+M_2)\). The fraction of energy transferred is therefore

\[
\frac{4M_1M_2}{(M_1+M_2)^2}
=\frac{4(39.95)(63.55)}{(103.5)^2}=0.948,
\]

or 474 eV out of 500 eV. Ending both spectra sharply at this energy less \(U\) gives a mean of about 24 eV for the flux and 9.0 eV for the density. These means depend strongly on how the spectrum ends: with the gradual cutoff factor introduced below, they are 16.5 eV and 7.2 eV.

## The energy axis can hide the error

Both spectra above are per unit energy. A Doppler or time-of-flight measurement may instead be plotted per unit speed. Since \(dE=mv\,dv\), this multiplies each spectrum by \(mv\propto E^{1/2}\).

All four cases have the form \(E^p/(E+U)^3\), with a maximum where \(p/E=3/(E+U)\), that is, at

\[
E=\frac{p}{3-p}\,U .
\]

Per unit energy, the density has \(p=1/2\) and the flux \(p=1\). Per unit speed, the density has \(p=1\) and the flux \(p=3/2\). The density per unit speed therefore peaks at the speed for which \(E=U/2\), here 1.75 eV, and the flux per unit speed at \(E=U\), here 3.5 eV.

So a density measurement can show a maximum at \(U/2\) after all, if its axis is speed. This does not make it a flux spectrum: the extra \(E^{1/2}\) from the change of axis has cancelled the \(E^{-1/2}\) from the residence time. Both the detector's weighting and the variable of the axis must be known before a peak is interpreted.

## When the belief becomes true

An ionizer does not measure density under all conditions. If an atom is ionized at a rate \(\nu\) while inside, its chance of surviving the passage as a neutral is \(e^{-\nu d/v}\), and the ionization probability is

\[
P(v)=1-e^{-\nu d/v},\qquad \nu=n_e\sigma_i v_e .
\]

Here \(n_e\) and \(v_e\) are the density and speed of the electrons and \(\sigma_i\) is the ionization cross-section. The signal is proportional to \(F(E)P(v)\), provided that the ions are collected equally well at all energies.

For \(\nu d/v\ll1\), \(P\approx\nu d/v\), and the signal follows the density. For \(\nu d/v\gg1\), \(P\approx1\), and it follows the flux. Take 70 eV electrons, a path of 1 cm and a rough cross-section of \(3\times10^{-16}\ \text{cm}^2\). With \(n_e=10^9\ \text{cm}^{-3}\), the probability at the density peak is 0.0010 and the signal peaks at 0.70 eV. With \(n_e=3\times10^{13}\ \text{cm}^{-3}\), the peak is at 1.75 eV. The second density is chosen to display the limit and is not proposed as a working condition.

## How far the numbers can be trusted

The correction from flux to density is a matter of counting, but the number \(U/5\) also relies on the Thompson law. Several neglected effects can be sized for this example, each taken alone.

*Finite recoil energy.* Thompson's cutoff factor, \(1-\sqrt{(E+U)/(474\ \text{eV})}\), is used here as an estimate without derivation. It lowers the flux peak to 1.70 eV and the density peak to 0.69 eV, shifts of 3% and 2%.

*Memory of direction.* The cascade does not become fully isotropic. In the hard-sphere model, atoms of internal energy \(E_i\) keep a mean direction cosine of \(\sqrt{E_i/E_0}\) along the first recoil, which is about 0.1 at the flux peak. If every cascade starts inward along the normal at 474 eV and the spectra are summed over all emission angles, the flux peak falls to about 1.65 eV and the density peak to about 0.67 eV, shifts of 6% and 4%, while the flux fraction above 10 eV falls from about 0.45 to 0.31. Starting the cascades at half that energy raises the two peak shifts to about 10% and 7%. The energy spectrum then also depends on the emission angle: a narrow beam along the normal has its peaks at about 1.56 eV and 0.65 eV for cascades started at 474 eV, shifts of 11% and 8%, and the shifts grow to about 19% and 13% at half that energy. The high-energy fractions and means given above are therefore much less certain than the peaks. These figures still treat the solid as unbounded; with a real surface and cascades that start about one mean free path below it, the peaks can move by roughly 10 to 20%, up or down depending on the directions of the first recoils.

*Softer collisions.* Real atoms are not hard spheres. A common way to allow for this is to change the exponent, \(F\propto E/(E+U)^{3-2q}\). The peak conditions become \(1/E=(3-2q)/(E+U)\) for the flux and \(1/(2E)=(3-2q)/(E+U)\) for the density, so

\[
E_F=\frac{U}{2-2q},\qquad E_n=\frac{U}{5-4q}.
\]

For \(q=0.2\), a trial value, these are 2.19 eV and 0.83 eV. Applying \(U=5E_{\rm peak}\) to the latter would give 4.2 eV, which is 19% too high but far closer than the misreading.

*Analyzer resolution.* A Gaussian response with a full width at half maximum of 0.5 eV moves the density peak up to 0.78 eV. The direction follows from the lopsided shape of the spectrum. For a narrow response of standard deviation \(\sigma\), the blurred spectrum is \(n+\tfrac12\sigma^2n''\) to leading order, and its peak is displaced by

\[
\delta E=-\frac{\sigma^2n'''}{2n''} .
\]

At the peak \(n'=0\), so \(n''/n\) and \(n'''/n\) equal the second and third derivatives of \(\ln n\). At \(E=U/5\) these are

\[
-\frac{1}{2E^2}+\frac{3}{(E+U)^2}=-\frac{10.4}{U^2},\qquad
\frac1{E^3}-\frac{6}{(E+U)^3}=\frac{121.5}{U^3}.
\]

Thus \(\delta E\approx5.8\,\sigma^2/U\). With \(\sigma=0.5/\sqrt{8\ln2}=0.212\) eV this is 0.075 eV, close to the computed shift of about 0.08 eV.

*Gas collisions.* This is the assumption that a real sputtering chamber can break outright. Take argon at 300 K, a rough cross-section of \(2\times10^{-15}\ \text{cm}^2\) and a distance of 10 cm. At \(10^{-5}\) Torr, a pressure suited to an ion-beam experiment, the mean free path is about 1550 cm and 0.6% of the atoms are scattered on the way. At 5 mTorr, a typical order of magnitude for magnetron sputtering, it is 3.1 cm and 96% are scattered. The spectrum at the detector is then no longer the emitted one, and neither \(U/2\) nor \(U/5\) can be used to find the binding energy. The thermal energy at 300 K, 0.026 eV, is small compared with either peak.

The shape of a clean spectrum offers a check on the detector that needs no value of \(U\). Well below \(U\), the flux per unit energy rises as \(E\) and the density as \(E^{1/2}\), whatever the value of \(q\). The high-energy tail is a poorer guide: it falls as \(E^{-2+2q}\) for the flux and \(E^{-5/2+2q}\) for the density, so an unknown \(q\) can be mistaken for a different weighting. The low-energy test in turn requires energies below about \(U/20\), here 0.18 eV, and a resolution finer than that. For \(q=0\) the local exponent of the flux is \(1-3E/(E+U)\), which is 0.86 at \(U/20\) but has already dropped to \(1/2\) at \(U/5\). The numerical output lists most of the values used here.

## Numbers as computed

```
Input surface binding energy U (rough, Cu): 3.5 eV
Input argon ion energy: 500 eV
Input copper mass: 63.55 u
Input argon mass: 39.95 u
Largest recoil energy: 474 eV
Flux peak energy: 1.75 eV
Density peak energy: 0.7 eV
Apparent U from misread density peak: 1.4 eV
U from correct reading, 5 x density peak: 3.5 eV
Speed sqrt(2U/m): 3.26 km/s
Speed at density peak: 1.458 km/s
Speed at flux peak: 2.305 km/s
Density-averaged speed: 4.151 km/s
Per-speed density maximum, energy: 1.75 eV
Per-speed flux maximum, energy: 3.5 eV
At 0.7 eV, relative to peak: flux 0.781, density 1.000
At 1.75 eV, relative to peak: flux 1.000, density 0.810
At 3.5 eV, relative to peak: flux 0.844, density 0.483
At 10 eV, relative to peak: flux 0.336, density 0.114
Flux fraction below U: 0.25
Density fraction below U: 0.5
Flux fraction above 10 eV, true U: 0.4513
Flux fraction above 10 eV, misread U: 0.2305
Density fraction above 10 eV: 0.2058
Density mean energy, no cutoff: 10.5 eV
Flux mean energy, sharp cutoff: 24.3 eV
Density mean energy, sharp cutoff: 8.98 eV
Monte Carlo emitted atoms: 800276
Monte Carlo atoms in snapshot: 269254
Cascade count, largest relative error: 0.0013
Flux cumulative fraction, largest error: 0.00078
Density cumulative fraction, largest error: 0.0018
Recovered flux fraction, largest error: 0.0022
Emitted count ratio, band at U/5 to band at U/2: 0.767
Snapshot count ratio, same bands: 1.21
Flux peak with Thompson cutoff factor: 1.7 eV
Density peak with Thompson cutoff factor: 0.686 eV
Softer collision exponent q: 0.2
Flux peak with softer collisions: 2.19 eV
Density peak with softer collisions: 0.833 eV
Analyzer resolution, full width at half maximum: 0.5 eV
Density peak after analyzer blur: 0.782 eV
Ionizer: 70 eV, 3e-16 cm2, path 1 cm
Weak ionizer electron density: 1e+09 cm^-3
Weak ionization probability at density peak: 0.00102
Weak ionizer signal peak: 0.7 eV
Saturated limit electron density: 3e+13 cm^-3
Saturated ionizer signal peak: 1.75 eV
Gas: 300 K, 2e-15 cm2, distance 10 cm
At 1e-05 Torr: free path 1.55e+03 cm, scattered 0.00642
At 0.005 Torr: free path 3.11 cm, scattered 0.96
Thermal energy kT at 300 K: 0.0259 eV
```
